Mott's law for the low-frequency conductivity from pairs of localized states

Low-frequency conductivity of localized electrons

**Problem**

Non-interacting spinless electrons fill, at T = 0, the states of a disordered d-dimensional system up to the chemical potential μ. All states near μ are localized. Their density per volume and energy is g, constant over the energies that matter, and their amplitude decays typically as exp(−r/ξ). Two such states a distance r apart are coupled by I(r) = I₀ exp(−r/ξ).

(a) Find Re σ(ω) for ħω ≪ I₀ from isolated pairs of states, with its numerical coefficient, and find the distance of the absorbing pairs.

(b) In d = 1, let −ln[I(r)/I₀] be Gaussian with mean r/ξ and variance vr. What changes?

(c) What do a temperature T and a repulsion U between two electrons on one pair change?

(d) Take the Anderson chain, H = Σ ε_n|n⟩⟨n| + t Σ(|n⟩⟨n+1| + h.c.), with spacing a and independent ε_n uniform in (−W/2, W/2). Construct an average that gives σ(ω) at frequencies too low for direct diagonalization, and compare it with (a) for W = 12t, μ = 0.

(e) Evaluate σ for t = 0.1 eV, a = 0.5 nm, ħω = 10⁻³t.

**Solution**

(a) Pair model

A uniform field E₀ cos ωt along x adds eE₀x cos ωt = (eE₀x/2)(e^(iωt) + e^(−iωt)) to the Hamiltonian. The golden rule gives the rate (2π/ħ)(eE₀/2)²|x_if|² δ(E_f − E_i − ħω) for each direction of the transition between eigenstates i and f. Absorption minus stimulated emission carries the occupation factor f_i(1 − f_f) − f_f(1 − f_i) = f_i − f_f. The absorbed power, ħω times the net rate, equals σE₀²V/2 in a volume V, so

σ(ω) = (π e² ω/V) Σ_if |x_if|² (f_i − f_f) δ(E_f − E_i − ħω).   (1)

Two states close in energy have an appreciable dipole element only if they share amplitude on the same regions. This happens when two localized states 1 and 2, with energies ε̄ ± Δ/2, are mixed by their coupling. The exponential form of the coupling follows from cutting the system between the two centres: the matrix element across a cut at distance r₁ from centre 1 is proportional to exp(−r₁/ξ) exp(−(r − r₁)/ξ) = exp(−r/ξ), wherever the cut lies. Hence ξ is the decay length of the amplitude, not of the probability density. The 2×2 Hamiltonian with diagonal ε̄ ± Δ/2 and off-diagonal I has

E± = ε̄ ± Λ/2,  Λ = √(Δ² + 4I²),

|+⟩ = cos(θ/2)|1⟩ + sin(θ/2)|2⟩,  |−⟩ = −sin(θ/2)|1⟩ + cos(θ/2)|2⟩,  sin θ = 2I/Λ.

Put the origin at centre 1, so that ⟨1|x|1⟩ = 0 and ⟨2|x|2⟩ = r_x. The direct element ⟨1|x|2⟩ is at most of order rI/I₀, smaller than the term kept below by a factor of order Λ/I₀, and is dropped. Then

⟨+|x|−⟩ = r_x sin(θ/2) cos(θ/2) = r_x I/Λ.   (2)

A photon is absorbed if Λ = ħω. Since Λ ≥ 2I(r), this needs 2I₀ exp(−r/ξ) ≤ ħω, that is

r ≥ r₀ = ξ ln(2I₀/ħω).   (3)

Closer pairs are split too strongly by level repulsion. The scale in the logarithm is 2I₀, not I₀, because the smallest splitting is twice the coupling.

The number of pairs per volume is ½ g² d^dr dε₁ dε₂, where ½ removes the double count of r and −r. The change to (ε̄, Δ) has unit Jacobian. At T = 0 the factor f₋ − f₊ is 1 when E₋ < μ < E₊, a window of width Λ = ħω in ε̄. The average of r_x² over directions is r²/d, and d^dr = S_d r^(d−1) dr with S₁ = 2, S₂ = 2π, S₃ = 4π. The delta function has two roots Δ = ±√((ħω)² − 4I²), each with |dΛ/dΔ| = |Δ|/Λ, so

∫dΔ δ(Λ − ħω) = 2ħω/√((ħω)² − 4I²).

Inserting these factors in (1),

σ = π e² ω · ½ g² · ħω · (S_d/d) ∫dr r^(d+1) · I²/(ħω)² · 2ħω/√((ħω)² − 4I²),

with r running from r₀ upward. The factors ½ · ħω · 2ħω/(ħω)² multiply to 1. Set r = r₀ + ξs, so that I = (ħω/2)e^(−s) and

I²/√((ħω)² − 4I²) = (ħω/4) w(s),  w(s) = e^(−2s)/√(1 − e^(−2s)).

The relative detuning c = |Δ|/ħω = √(1 − e^(−2s)) obeys c dc = e^(−2s) ds, so w(s) ds = dc. The weight is therefore normalized, and the absorption is spread uniformly over c in (0, 1). With ⟨…⟩ the average over w,

σ(ω) = (π/4)(S_d/d) e² g² ħω² ξ ⟨(r₀ + ξs)^(d+1)⟩.   (4)

The averages follow from s = −½ ln(1 − c²). First,

⟨s⟩ = −½ ∫₀¹ [ln(1 − c) + ln(1 + c)] dc = −½ [−1 + (2 ln 2 − 1)] = 1 − ln 2 = 0.3069.

For the variance put q = e^(−2s), so that w ds = dq/(2√(1 − q)) and ⟨e^(θs)⟩ = ½∫q^(−θ/2)(1 − q)^(−1/2) dq = Γ(1 − θ/2)Γ(3/2)/Γ(3/2 − θ/2), a beta integral. The second θ derivative of its logarithm at θ = 0 is the variance. With (ln Γ)″(x) = Σ_n (x + n)⁻², n = 0, 1, …, the two sums are π²/6 for x = 1 and 4(π²/8 − 1) for x = 3/2, so

var s = ¼ [π²/6 − π²/2 + 4] = 1 − π²/12 = 0.1775.

By (2), 4|x|²/r_x² = e^(−2s) = 1 − c², whose average is 2/3.

The absorbing pairs thus lie in a shell of width of order ξ just outside r₀. For r₀ ≫ ξ the average in (4) is r₀^(d+1) with relative correction (d+1)⟨s⟩ξ/r₀, which is the same, to this order, as multiplying 2I₀ by e^⟨s⟩. Writing I for the resulting scale in the logarithm (a constant, distinct from I(r)), Mott's law reads

σ(ω) ≈ (π/4)(S_d/d) e² g² ħω² ξ r_ω^(d+1),  r_ω = ξ ln(I/ħω),   (5)

σ(ω) ≈ (π/2) e² g² ħω² ξ³ ln²(I/ħω)  (d = 1).   (6)

One power of ω is the photon energy in (1) and one is the occupation window. Two powers of the logarithm are the squared dipole, and d − 1 powers, with one factor ξ, are the volume of the shell. The conductivity vanishes as ω → 0, in place of the Drude constant of a metal, but more slowly than ω², because lower frequencies are absorbed by longer dipoles. The coefficient of the leading logarithm is fixed by g and ξ. The scale I is fixed only up to a factor of order one, since any such factor in I(r) moves into it. Pairs may be treated as isolated when a third state within ħω in energy and r_ω in distance is improbable, g ħω r_ω^d ≪ 1. For ħω of order I there is no large logarithm and (5) has no meaning.

(b) Fluctuating coupling

Write I(r) = I₀e^(−z) with z distributed as ρ_r(z), let γ = 1/ξ and y₀ = ln(2I₀/ħω). Now s = ln(ħω/2I(r)) = z − y₀, and in d = 1 the integral ξ⟨(r₀ + ξs)²⟩ = ∫dr r² w(s) becomes ∫ds w(s) K(y₀ + s), with K(y) = ∫₀^∞ dr r² ρ_r(y). For a Gaussian, ∫dy e^(−py) ρ_r(y) = e^(−rλ) with λ = γp − vp²/2 = γp(1 − ηp), η = v/2γ. For 0 < p < 1/η, λ is positive and

∫dy e^(−py) K(y) = ∫dr r² e^(−rλ) = 2/λ³ = 2(γp)⁻³ (1 + 3ηp + 6η²p² + …).

For y > 0 the inversion contour closes to the left, where the only pole is p = 0; the pole p = 1/η lies to the right. The residue of e^(py)/p^(n+1) is yⁿ/n!, so

K(y) = ξ³ [y² + 6ηy + 12η²] = ξ³ [(y + 3η)² + 3η²].

Averaging over s, with ⟨(b + s)²⟩ = (b + ⟨s⟩)² + var s,

σ = (π/2) e² g² ħω² ξ³ [ln²(I/ħω) + var s + 3η²],  ln I = ln 2I₀ + ⟨s⟩ + 3η.   (7)

In this Gaussian model fluctuations raise I and leave the coefficient of ln² alone, and ξ is the typical length, the inverse of the mean logarithmic decay rate. The same steps with r³ give the transform 6/λ⁴ = 6(γp)⁻⁴(1 + 4ηp + 10η²p² + …), hence ξ⁴[y³ + 12ηy² + 60η²y + …]. Dividing by K gives the mean absorbing distance ξ[y + 6η + 12η²/y + …]. Since r_ω = ξ(y₀ + ⟨s⟩ + 3η),

⟨r⟩ − r_ω → 3ηξ  for large y₀.   (8)

The factor r² favours distant pairs whose coupling happens to be large. The shell of absorbing pairs also widens: since z has spread √(vr) about r/ξ, its width is of order ξ√(vr) rather than ξ.

(c) Temperature and repulsion

For free electrons with the Fermi function f, the window becomes M(Λ) = ∫dε̄ [f(ε̄ − Λ/2) − f(ε̄ + Λ/2)]. Its derivative is dM/dΛ = −∫f′dε̄ = 1 and M(0) = 0, so M = Λ at any T. The resonant term (5) does not depend on temperature as long as g and ξ are constant over k_BT. What temperature adds lies outside the model: phonons cause hopping and relaxation losses in thermally occupied pairs, those with Λ of order k_BT or less. The purely electronic description is safe for k_BT ≪ ħω.

With repulsion at T = 0, the energies E − μN of a pair with N = 0, 1, 2 electrons are 0, ε̄ − Λ/2 − μ and 2ε̄ + U − 2μ. One electron is the ground state if ε̄ < μ + Λ/2 and ε̄ > μ − Λ/2 − U. The window is Λ + U, while the transition energy of the single electron is still Λ. Equation (5) is multiplied by 1 + U/ħω. For U ≫ ħω it turns into σ ∝ ω U r_ω^(d+1), the Shklovskii–Efros form, in an approximation that keeps g constant and so ignores the Coulomb gap. Mott's law requires U ≪ ħω. The independence of T found above does not extend to the U term: for k_BT ≪ U a pair inside the U window holds one electron, shared between its two levels with occupation difference tanh(ħω/2k_BT), so for k_BT > ħω this term becomes σ ∝ ω²U/k_BT up to logarithms.

(d) The chain

Units are ħ = t = a = 1. For a chain of L sites, writing the T = 0 window in (1) as an integral over the lower energy gives σ = π e² ω ∫dE₁ F(E₁, E₁ + ω), with E₁ from μ − ω to μ and

F(E₁, E₂) = L⁻¹ ⟨Σ_if δ(E_i − E₁) δ(E_f − E₂) |x_if|²⟩_dis.

At fixed ω, F varies with E₁ on the scale of t or W, so σ = π e² ω² F at E₁,₂ = μ ∓ ω/2. Equation (6) predicts F = ½ g²ξ³ ln²(I/ω). A given state has a resonant partner with probability of order ω, and the number per length of resonant pairs that straddle μ goes as ω², both up to logarithms, so random chains almost never contain one. The remedy is to do the integrals over two site energies with the two delta functions.

Let ψ₁, ψ₂ be the normalized states i, f. The Hellmann–Feynman theorem gives ∂E_i/∂ε_j = ψ₁(j)², so the Jacobian of (E_i, E_f) with respect to (ε_j, ε_k) is

J_jk = ψ₁(j)²ψ₂(k)² − ψ₁(k)²ψ₂(j)².

Expanding ½Σ_jk J_jk² term by term (Lagrange's identity) gives

Σ_(j<k) J_jk² = D = Σψ₁⁴ Σψ₂⁴ − (Σψ₁²ψ₂²)².

Insert 1 = Σ_(j<k) J_jk²/D in F. In the term (j, k), the integral over ε_j and ε_k with density W⁻² gives W⁻²/|J_jk| at each point where E₁ and E₂ are both eigenvalues. On average a term depends only on r = k − j, so

F = Σ_(r≥1) ⟨ Σ_roots W⁻² |x₁₂|² |J_jk|/D ⟩,   (9)

averaged over all other site energies and summed over roots with |ε_j|, |ε_k| < W/2. No pair approximation has been made.

To find the roots, use the chain equation (E − ε_n)ψ_n = ψ_(n−1) + ψ_(n+1). Let φ and χ solve it at all sites except j and k, with the open ends respected, φ_j = 1 and φ_n = 0 for n ≥ k, χ_k = 1 and χ_n = 0 for n ≤ j. Any eigenstate at E is ψ = ψ_jφ + ψ_kχ, because both sides solve the same equations in the three segments with the same values at j and k. The Wronskian φ_nχ_(n+1) − φ_(n+1)χ_n is constant for j ≤ n ≤ k − 1; it equals χ_(j+1) at n = j and φ_(k−1) at n = k − 1, so these are one number C(E). The equations at j and k are

(P − ε_j)ψ_j = Cψ_k,  (Q − ε_k)ψ_k = Cψ_j,

P(E) = E − φ_(j−1) − φ_(j+1),  Q(E) = E − χ_(k−1) − χ_(k+1),

and E is an eigenvalue when (P − ε_j)(Q − ε_k) = C². Differences between E₁ and E₂ are needed without cancellation. Let H₀ be H with ε_j = ε_k = 0. The vector (E − H₀)φ has only the components P at j and −C at k, and (E − H₀)χ has −C at j and Q at k. With subscripts 1, 2 for the energy, φ₁·(E₂ − H₀)φ₂ = P₂ and φ₂·(E₁ − H₀)φ₁ = P₁. Subtracting, and using the symmetry of H₀, and doing the same for the other products,

α = P₂ − P₁ = ω φ₁·φ₂,  β = Q₂ − Q₁ = ω χ₁·χ₂,  C₁ − C₂ = ω φ₁·χ₂.

Set u = P₁ − ε_j and u′ = Q₁ − ε_k. The two conditions are uu′ = C₁² and (u + α)(u′ + β) = C₂². Substituting u′ = C₁²/u and multiplying by u,

βu² + (αβ + C₁² − C₂²)u + αC₁² = 0.   (10)

The discriminant is (αβ)² − 2αβ(C₁² + C₂²) + (C₁² − C₂²)², which factors as [αβ − (C₁ + C₂)²][αβ − (C₁ − C₂)²]. The amplitudes are ψ_k/ψ_j = u/C₁ for state 1 and (u + α)/C₂ for state 2, and they give x₁₂, J and D.

For small ω, φ and χ may be taken at μ, with C₁,₂ = C ± ω φ·χ/2, P₁ = P − α/2 and Q₁ = Q − β/2. The second factor of the discriminant is then ω²[|φ|²|χ|² − (φ·χ)²] ≥ 0 by the Cauchy–Schwarz inequality, and real roots need

ω ≥ 2|C|/(|φ||χ|).

This is condition (3), with the coupling identified as I(r) = |C|/(|φ||χ|). Moreover C is the product of the ratios φ_n/φ_(n−1) = 1/d_n over the r − 1 inner sites, where d_n = E − ε_n − 1/d_(n+1). So −ln|C| = Σ ln|d_n| has mean γr and variance vr up to end terms, where γ, the Lyapunov exponent, and v are the mean and the variance per site of a long sum of ln|d_n|. These are the quantities of part (b). Freezing fails when the chain without sites j, k has a level within ω of μ. The probability is of order gω times the number of sites involved, about 0.079 × 10⁻³ × 32 ≈ 0.003 at the highest frequency used.

The same recursion gives g. The d_n are the pivots of the factorization of E − H into triangular, diagonal and triangular matrices, so by Sylvester's law of inertia the number of positive d_n is the number of eigenvalues below E. From 4000 chains of 500 sites, with counts at E = ±0.3t and ln|d_n| taken at E = 0 after the first 20 sites,

g = 0.0787/(t a),  γ = 0.8585/a,  ξ = 1.165 a,  v = 0.647/a,  η = 0.377,  ½g²ξ³ = 0.004891 a/t².

Equation (9) was averaged by Monte Carlo in the frozen form, with 16000 chains for each r from 1 to 85 and 10 sites outside j and k on each side. Two kinds of sample were omitted: those with 4C² < 10⁻⁸ω²|φ|²|χ|², whose squared dipole is of that relative order by (2), and those with (φ·χ)² > ½|φ|²|χ|². In the latter, φ and χ are dominated by one level of the inner segment at a distance δ from μ. Then |C|/(|φ||χ|) is of order |δ|, so such a sample has real roots, and contributes, only when |δ| is of order ω or less, where freezing is invalid. In the table F is in a/t², Y = √(F/(½g²ξ³)), ℓ = ln(t/ħω), the error of Y is Y δF/2F, and ⟨r⟩ (in a) and m = ⟨4x₁₂²/r²⟩ are averages weighted by the contribution to F.

ħω/t    ℓ      F             Y − ℓ        ⟨r⟩    m
10⁻³    6.91   0.354(6)      1.60(7)      11.0   0.645
10⁻⁵    11.51  0.825(15)     1.48(12)     16.7   0.639
10⁻⁷    16.12  1.54(3)       1.63(18)     22.2   0.658
10⁻⁹    20.72  2.53(6)       2.00(25)     27.5   0.664
10⁻¹¹   25.33  3.59(8)       1.77(31)     32.8   0.661
10⁻¹³   29.93  4.88(9)       1.66(28)     38.2   0.655

Brackets give one standard error in the last digits, about 2% of F. These errors are approximate. Near exact resonance J is of order c and D of order c², so the summand grows as 1/c, while samples occur with density c dc (uniform in s near s = 0, where s ≈ c²/2). The mean converges, but the second moment ∫dc/c grows logarithmically as smaller c are sampled, until c is of order ħω/t, where interference between the amplitudes of the two centres keeps D finite.

Equation (6) says Y = ℓ + ln(I/t): unit slope with no free parameter, and one unknown constant. A weighted straight-line fit of Y against ℓ has slope 1.008 ± 0.009, so the coefficient of ln² agrees with (6) within about 2% of its value over ten decades of frequency. The column Y − ℓ is constant within its errors, the largest departure being 1.6 standard errors at 10⁻⁹, and its weighted mean is ln(I/t) = 1.605, or I ≈ 5.0t. To see whether another power p would do, F^(1/p) was fitted to a straight line in ℓ, with prefactor and I both free. For four degrees of freedom, χ² = 414.5, 3.1 and 55.8 for p = 1, 2 and 3, which selects p = 2 among these. The constant var s + 3η² = 0.178 + 0.426 = 0.60 in (7) is 0.8% of ln²(I/ħω) = 72.5 at the highest frequency and less at the others. The chain is not exactly Gaussian: a third cumulant κ₃ per site of Σ ln|d_n| adds κ₃p³/6 to λ, which leaves ln I unchanged and adds −κ₃/γ to the constant. Here κ₃ ≈ −0.5/a, so the constant is about 1.2 apart from end terms, or 1.6% at the highest frequency, comparable to the error of that row. The data do not resolve it.

The mechanism is visible separately. A straight-line fit gives d⟨r⟩/dℓ = 1.176 a, which is 1.010 ξ: the absorbing distance grows as ξ ln(1/ω). The offset ⟨r⟩ − r_ω is 1.08 a at 10⁻³ and 38.23 − 1.1648 × (29.93 + 1.605) = 1.50 a at 10⁻¹³, to be compared with the Gaussian model. Its limit (8) is 3ηξ = 1.130 × 1.1648 = 1.32 a, and the next term, 12η²ξ/y of part (b) plus 2 var s · ξ/y from the average over s, with y = ln(I/ħω) − 3η = 7.38 and 30.4, adds 0.33 a and 0.08 a, giving about 1.6 a and 1.4 a. The chain lies about 0.5 a below the first and 0.1 a above the second. In the four rows between, the offset is 1.4 a to 1.6 a, within about 0.2 a of the model. The Gaussian model thus gives the size of the offset except at the highest frequency, where the logarithm is smallest. Only the limit 3ηξ is independent of the third cumulant, which adds −3κ₃ξ/(γy), about 0.28 a at 10⁻³ and 0.07 a at 10⁻¹³, so the 1/y terms of the Gaussian model are not a prediction for the chain. The ratio m lies between 0.64 and 0.66, slightly below 2/3, as the pair model itself requires. The average 2/3 in part (a) has the weight w(s) alone, while m is also weighted by r², which favours larger s and so a smaller dipole relative to r. With ⟨s e^(−2s)⟩ − ⟨s⟩⟨e^(−2s)⟩ = −1/9, this gives m ≈ 2/3 − (2/9)/ln(I/ħω), which is 0.641 at 10⁻³ and 0.660 at 10⁻¹³. The table agrees with this expression within about 0.01 in every row. Read through (7), the fitted scale means ln(2I₀/t) = 1.605 − 0.307 − 1.130 = 0.17, so I₀ is about 0.6t. This is of the order of the hopping, which is all the pair model demands of it.

(e) Numbers

The parameters t = 0.1 eV and a = 0.5 nm are round model values. The photon energy is ħω = 0.100 meV, a frequency ω/2π of 24.18 GHz, and ħω/k_B = 1.16 K. Restoring units, σ = π e² ω · ħω F = (e²a/ħ) π (ħω/t)² F with F in a/t². In one dimension σ is a conductance times a length. From (6),

ln(I/ħω) = 1.605 + 6.91 = 8.51,  r_ω = 1.1648 × 8.512 a = 9.92 a,

F = 0.004891 × 8.512² = 0.004891 × 72.45 = 0.3544,

σ = π × 10⁻⁶ × 0.3544 e²a/ħ = 1.113 × 10⁻⁶ e²a/ħ = 1.36 × 10⁻¹⁹ S m.

The chain value F = 0.3542 ± 0.0059 gives (1.113 ± 0.018) × 10⁻⁶ e²a/ħ, or 1.35 × 10⁻¹⁹ S m. The ratio of formula to chain is 1.001. This closeness is finer than the 1.7% statistical error of the chain value and is not independent evidence, because this row has the smallest error in Y and the largest weight in the fit of I. The evidence for (6) is the slope and the exponent. The isolated-pair parameter is g ħω r_ω = 0.0787 × 10⁻³ × 9.92 ≈ 8 × 10⁻⁴, far below one.

The condition on the interaction is the severe one. Unscreened Coulomb repulsion across r_ω = 9.92 × 0.5 nm in a medium of relative permittivity 10 is U = e²/(4πε₀ · 10 · r_ω) = 29 meV, so U/ħω = 290. In such a medium the window of part (c) is set by U and the value above does not apply. The pair approximation then gives a frequency dependence linear up to logarithms for k_BT ≪ ħω, but it is only marginal here, since g U r_ω = 0.0787 × 0.29 × 9.92 ≈ 0.23. It applies when the repulsion at distances of about 5 nm is screened to well below 0.1 meV, and without phonon-assisted losses when the temperature is well below 1.16 K.

Numerical values quoted here were computed with a short program.
